# Peak Temperature Rise Around a Point Thermal Spike in a Solid

## Problem

An energetic ion stops in a solid and releases heat \(E\) in a very small region. Model this as an instantaneous release at the origin, at \(t=0\), in an infinite, isotropic solid initially at uniform temperature \(T_0\). The heat capacity per unit volume \(C_v\) and the thermal conductivity \(\kappa\) are constant, and heat flow obeys Fourier's law. Let \(u(r,t)=T-T_0\) be the temperature rise and \(D=\kappa/C_v\) the thermal diffusivity.

(a) Find \(u(r,t)\).

(b) A fixed point at distance \(r>0\) first warms and then cools. Show that its greatest temperature rise scales as \(r^{-3}\) and does not depend on \(D\) at fixed \(E\) and \(C_v\). Find the coefficient and the time of the maximum.

(c) Compare this peak with the rise obtained by spreading \(E\) evenly over a sphere of radius \(r\). What fraction of the heat lies inside \(r\) at the time of the peak?

(d) Replace the point by a Gaussian source of standard deviation \(s\) along each axis. Where does the result of (b) survive?

(e) Evaluate the peaks for a 100 eV ion in silicon, using the diffusivities of an amorphized layer and of the crystal. Is the predicted arrival physically possible?

(f) Examine a finite heating time, a temperature-dependent diffusivity and a nearby surface.

## Solution

### (a) The spreading heat

Energy conservation reads \(C_v\,\partial u/\partial t=-\nabla\cdot\mathbf q\), where \(\mathbf q=-\kappa\nabla u\) is the heat flux. Since \(\kappa\) is uniform,

\[
\frac{\partial u}{\partial t}=D\nabla^2u .
\]

The initial heat density is \(C_vu(\mathbf r,0)=E\,\delta^3(\mathbf r)\), so

\[
u(\mathbf r,0)=A\,\delta^3(\mathbf r),\qquad A=\frac{E}{C_v}.
\]

The quantity \(A\) has the dimension of temperature times volume. Define \(\tilde u(\mathbf k,t)=\int u\,e^{-i\mathbf k\cdot\mathbf r}d^3r\). The Laplacian becomes \(-k^2\), and the delta function gives \(\tilde u(\mathbf k,0)=A\). Each mode therefore decays independently:

\[
\frac{d\tilde u}{dt}=-Dk^2\tilde u
\quad\Longrightarrow\quad
\tilde u(\mathbf k,t)=A\,e^{-Dk^2t}.
\]

Because \(k^2=k_x^2+k_y^2+k_z^2\), the inverse transform is a product of three equal one-dimensional integrals. For the \(x\) direction, completing the square gives

\[
ikx-Dtk^2=-Dt\left(k-\frac{ix}{2Dt}\right)^2-\frac{x^2}{4Dt}.
\]

The integrand is analytic and decays at both ends of the strip between the real axis and the shifted line, so the contour may be shifted. Then

\[
\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{ikx-Dtk^2}
=\frac{e^{-x^2/4Dt}}{2\pi}\sqrt{\frac{\pi}{Dt}}
=\frac{e^{-x^2/4Dt}}{\sqrt{4\pi Dt}} .
\]

Multiplying the three factors yields

\[
u(r,t)=\frac{A}{(4\pi Dt)^{3/2}}\exp\left(-\frac{r^2}{4Dt}\right).
\]

The zero-wavevector mode \(\tilde u(0,t)=A\) is constant, which expresses conservation of the deposited heat.

### (b) The maximum at a fixed point

Hold \(r\) fixed and differentiate the logarithm of \(u\):

\[
\frac{\partial\ln u}{\partial t}
=-\frac{3}{2t}+\frac{r^2}{4Dt^2}
=\frac{r^2-6Dt}{4Dt^2}.
\]

The first term describes dilution into a growing volume; the second describes the arrival of heat from the centre. The derivative is positive before, and negative after,

\[
t_p=\frac{r^2}{6D}.
\]

This is therefore the single, global maximum in time. At this moment \(4Dt_p=2r^2/3\), so the two factors of \(u\) become

\[
(4\pi Dt_p)^{-3/2}
=\left(\frac{2\pi r^2}{3}\right)^{-3/2}
=\left(\frac{3}{2\pi}\right)^{3/2}\frac1{r^3},
\qquad
\exp\left(-\frac{r^2}{4Dt_p}\right)=e^{-3/2}.
\]

Their product with \(A\) is

\[
\boxed{u_{\max}(r)=\left(\frac{3}{2\pi e}\right)^{3/2}\frac{E}{C_vr^3}}
\]

where \(e\) is the base of natural logarithms. The diffusivity has cancelled.

The reason is visible before any differentiation: \(D\) and \(t\) enter only as the product \(Dt\). Changing \(D\) runs the same history at a different speed, and a maximum over all times does not register the speed. Dimensional analysis gives the same power. The peak can depend on \(A\), \(D\) and \(r\) alone. Of these, only \(D\) contains a unit of time, so it cannot appear in a temperature; the remaining combination with the dimension of temperature is \(A/r^3\).

Two qualifications belong to the statement. First, changing \(D\) here means changing \(\kappa\) at fixed \(C_v\). If \(C_v\) changes, the height changes through \(E/C_v\). Secondly, \(u_{\max}(r)\) is not a temperature profile at one instant, since different radii peak at different times. At any one instant the profile is Gaussian. The integral of \(r^{-3}\) over all space diverges, but this does not conflict with finite deposited energy, because the peaks are not simultaneous.

### (c) A measure of the peak

If \(E\) were spread evenly over a sphere of radius \(r\), the rise would be \(3A/(4\pi r^3)\). Hence

\[
\frac{u_{\max}}{3A/(4\pi r^3)}
=\frac{4\pi}{3}\left(\frac{3}{2\pi e}\right)^{3/2}=0.308 .
\]

The uniform-sphere estimate has the right scaling, but it is about three times too high for the point at the edge.

To find the heat inside \(r\), note that the variance along each axis at the peak time is \(\sigma^2=2Dt_p=r^2/3\). With \(x=r'/\sigma\), the sphere ends at \(x=\sqrt3\), and the enclosed fraction is

\[
P=\sqrt{\frac2\pi}\int_0^{\sqrt3}x^2e^{-x^2/2}dx .
\]

Integrate by parts, using \(xe^{-x^2/2}dx=-d(e^{-x^2/2})\):

\[
P=\sqrt{\frac2\pi}\left[-xe^{-x^2/2}\right]_0^{\sqrt3}
+\sqrt{\frac2\pi}\int_0^{\sqrt3}e^{-x^2/2}dx
=\operatorname{erf}\sqrt{\frac32}-\sqrt{\frac6\pi}\,e^{-3/2}=0.608 .
\]

Thus 61% of the heat is still inside \(r\) when the temperature there peaks. The fraction is the same for every radius and diffusivity in this model.

### (d) A source of finite width

The Gaussian source is

\[
u(r,0)=\frac{A}{(2\pi s^2)^{3/2}}e^{-r^2/2s^2},
\qquad \tilde u(k,0)=A\,e^{-k^2s^2/2}.
\]

Diffusion multiplies the transform by \(e^{-Dk^2t}\). The exponents add, so the profile remains Gaussian with variance \(V=s^2+2Dt\):

\[
u=\frac{A}{(2\pi V)^{3/2}}e^{-r^2/2V},\qquad
\frac{\partial\ln u}{\partial V}
=-\frac3{2V}+\frac{r^2}{2V^2}
=\frac{r^2-3V}{2V^2}.
\]

The maximum lies at \(V=r^2/3\). Since \(V\) starts at \(s^2\) and grows, this value can be reached only if \(r\ge\sqrt3\,s\). In that region the peak height is identical to that of the point source, while its time is earlier:

\[
t_p=\frac{r^2/3-s^2}{2D}.
\]

The Gaussian source is equivalent to a point spike released earlier by \(s^2/2D\). For \(r<\sqrt3\,s\), the maximum of that equivalent history has already passed. The material then cools from the start, and its highest rise is the initial value. This is still independent of \(D\), but it no longer follows \(r^{-3}\); in particular, it stays finite at the centre.

### (e) A 100 eV ion in silicon

Take \(T_0=300\) K, 50 atoms/nm³ and the classical heat capacity \(3k_B\) per atom. All of the ion's energy is counted as heat. Energy carried away by reflected or sputtered particles, or stored in defects, would reduce every rise calculated with constant \(D\) in proportion. Then

\[
C_v=0.012926\ \frac{\mathrm{eV}}{\mathrm{K\,nm^3}},\qquad
A=\frac{100}{0.012926}=7736\ \mathrm{K\,nm^3},
\]

\[
u_{\max}=\frac{0.07362\times7736}{r^3}\ \mathrm{K\,nm^3}
=\frac{569.5\ \mathrm{K\,nm^3}}{r^3}.
\]

At 2 nm the peak rise is \(569.5/8=71.2\) K, which brings the temperature to about 371 K.

Rough diffusivities are 0.01 cm²/s for an amorphized layer and 0.8 cm²/s for the crystal. Since 1 cm²/s equals 100 nm²/ps, these are 1 and 80 nm²/ps. The peak times at 2 nm are

\[
\frac{2^2}{6\times1}=0.667\ \mathrm{ps},\qquad
\frac{2^2}{6\times80}=0.00833\ \mathrm{ps}.
\]

The heights are equal although the times differ by a factor of 80. Doubling the radius to 4 nm lowers the peak eightfold, to 8.90 K, and makes it four times later. As a test, the Fourier integral was maximized numerically at 1, 2, 4 and 8 nm for both diffusivities, without use of the closed form of \(u\). The heights agreed with the boxed formula to one part in \(10^7\), and the fitted exponent was \(-3\) in both cases.

**Width of the source.** Let \(s=0.8\) nm, so that \(\sqrt3\,s=1.39\) nm. The peak at 2 nm remains 71.2 K, but in the amorphous layer it comes at 0.347 ps instead of 0.667 ps. At 1 nm, inside the limiting radius, the largest rise is 439 K, whereas the point formula would give 570 K.

This matters for melting. With a rough melting temperature of 1700 K, the point formula predicts a rise of 1400 K at \((569.5/1400)^{1/3}=0.74\) nm. That radius lies inside the source, where the formula does not hold. The Gaussian source has its greatest rise, 959 K, at the centre at \(t=0\), so with these values it stays below the assumed melting temperature everywhere. This conclusion is sensitive to the assumed width: the central rise varies as \(s^{-3}\) and would reach 1400 K at \(s\approx0.71\) nm. At \(s=0.8\) nm, changing one input alone, the heat capacity would have to fall below 0.69 of the classical value, or the melting temperature below about 1260 K. The 1700 K used here is the value for the crystal. Amorphous silicon melts lower, at roughly 1420 K, and the central rise would reach that at \(s\approx0.76\) nm, only 5% below the assumed width. For an amorphized layer the margin is therefore thin, and this model does not settle whether the core melts.

**Speed of arrival.** The mean speed at which the maximum must travel from the origin to \(r\) is

\[
\frac r{t_p}=\frac{6D}{r}.
\]

It diverges as \(r\to0\), because the diffusion equation has no finite signal speed. Heat carried by lattice vibrations cannot outrun sound. With a rough average sound speed \(v=6\) nm/ps, this requires approximately

\[
r>\frac{6D}{v}.
\]

The fastest longitudinal waves in crystalline silicon reach about 9 nm/ps; using that speed would lower the limits below by about a third. For the amorphous layer the limit is 1 nm. At 2 nm the required speed is 3 nm/ps, below \(v\) by a factor of only two, so Fourier's law is an estimate there. For the crystal the required speed at 2 nm is 240 nm/ps, which is impossible. The crystal limit is 80 nm, where the predicted peak is only about 0.001 K. Passing this test does not by itself justify Fourier's law: the distance must also be large compared with the mean free paths of the vibrations that carry the heat, and in crystalline silicon at 300 K many of these exceed 100 nm. The equality of the two heights at 2 nm is thus a correct property of the diffusion equation, but not a prediction for crystalline silicon.

**Relation to plasma processing.** Ion energies from tens to hundreds of eV are common in plasma etching, and such ions can amorphize a surface layer roughly a few nanometres thick. The example lies in this regime. A real layer may end near the radius considered, with crystal beneath it. This breaks the assumption of one uniform medium, and its effect on the peak is not estimated here.

The classical heat capacity is also too high at 300 K. A Debye model with a rough Debye temperature of 640 K gives 0.805 of the classical value. Using that lower value throughout would raise the peak at 2 nm by the factor \(1/0.805=1.24\), to about 88 K. This overstates the correction, because the heat capacity rises as the material warms. With the Debye \(C_v(T)\), constant \(\kappa\) and \(s=0.8\) nm, the peak at 2 nm is about 82 K and the centre starts at about 1310 K.

Finally, a temperature assigned to a small volume fluctuates. A sphere of radius 2 nm holds \(N\approx1676\) atoms. With total heat capacity \(3Nk_B\), the canonical relation \((\delta T)^2=k_BT_0^2/(3Nk_B)\) gives

\[
\delta T=\frac{T_0}{\sqrt{3N}}=4.2\ \mathrm K .
\]

This is the fluctuation of the whole sphere, whose mean rise at the peak time is \(0.608\times3A/(4\pi r^3)=140\) K. The 71 K peak is a local value at the edge, where the rise varies over the length \(u/|\partial u/\partial r|=r/3=0.67\) nm. A sphere of that radius holds only about 62 atoms and, at the local temperature of 371 K, fluctuates by about 27 K, so the local peak exceeds the local fluctuation by a factor of only 2.6. At 4 nm the same comparison gives 1.1: the advantage of a single event shrinks with distance.

### (f) Three changes to the model

**Finite heating time.** Let the same energy be supplied at a constant rate for a time \(\tau\). By linearity, the rise is the average of the instantaneous response over the elapsed times since each part of the heat was released:

\[
u_\tau(r,t)=\frac1\tau\int_{\max(0,\,t-\tau)}^t u(r,t')\,dt' .
\]

For \(\tau\ll t_p\), the best window is centred on the maximum to leading order. The curvature there follows from part (b), using \(r^2=6Dt_p\):

\[
\frac1u\frac{\partial^2u}{\partial t^2}\bigg|_{t_p}
=\frac{3}{2t_p^2}-\frac{r^2}{2Dt_p^3}
=\frac{3}{2t_p^2}-\frac{3}{t_p^2}
=-\frac3{2t_p^2}.
\]

The mean square distance from the centre of the window is \(\tau^2/12\). Therefore

\[
\frac{u_{\tau,\max}}{u_{\max}}\simeq
1-\frac12\,\frac{3}{2t_p^2}\,\frac{\tau^2}{12}
=1-\frac{\tau^2}{16t_p^2}.
\]

The diffusivity has returned through \(\tau/t_p=6D\tau/r^2\). A rough collision-cascade time is \(\tau=0.2\) ps. In the amorphous layer at 2 nm, \(\tau/t_p=0.3\), and the expansion predicts a loss of 0.6%. Direct maximization gives 70.8 K, in agreement.

In the opposite limit, substitute \(y=r/\sqrt{4Dt'}\), so that \(t'=r^2/(4Dy^2)\) and \(dt'=-r^2dy/(2Dy^3)\):

\[
\int_0^t u\,dt'
=\frac{A}{2\pi^{3/2}Dr}\int_{r/\sqrt{4Dt}}^\infty e^{-y^2}dy
=\frac{A}{4\pi Dr}\operatorname{erfc}\frac{r}{\sqrt{4Dt}} .
\]

At the end of a long pulse, \(4D\tau\gg r^2\), the complementary error function tends to 1 and the rise tends to \(A/(4\pi Dr\tau)\). No later value can exceed this, because it is the integral over all elapsed times divided by \(\tau\). The peak now scales as \(r^{-1}\) and as \(D^{-1}\), as for a steady source. For the crystal diffusivity at 2 nm, \(\tau/t_p=24\), and the diffusion equation gives a peak of 13.9 K instead of 71.2 K. This pulse is not yet in the long-pulse limit: \(4D\tau/r^2\) is only 16, and the limiting formula would give 19.2 K. The objection about sound speed still applies to this number.

**Temperature-dependent diffusivity.** Let \(D=D_0f(T)\), with \(C_v\) constant and instantaneous heating. In terms of \(\theta=D_0t\),

\[
\frac{\partial u}{\partial\theta}=\nabla\cdot\left[f(T_0+u)\nabla u\right].
\]

The prefactor \(D_0\) has disappeared, so it still cannot affect the peak height. The function \(f\), however, introduces a temperature scale. Dimensional analysis then permits a further dependence on \(A/(r^3T_0)\) and, for a source of finite width, on \(s/r\). The equation is no longer linear, so the independence of \(s\) found in part (d) is lost, and the \(r^{-3}\) law is no longer guaranteed.

As an illustration, not a fit to silicon, take \(f=T_0/T\), solved numerically with \(s=0.8\) nm and \(D_0=1\) nm²/ps. The peaks at 2 and 4 nm are 62.5 and 8.58 K. They are 12% and 4% below the constant-\(D\) values, and the exponent between the two radii is \(-2.86\). Tripling \(D_0\) leaves the peak at 2 nm at 62.5 K. These numbers belong to the chosen width: for \(s=1.0\), 0.6 and 0.3 nm the peak at 2 nm is about 67, 59 and 55 K, and the exponent is about \(-2.97\), \(-2.80\) and \(-2.70\).

**A nearby surface.** Suppose that the source lies at depth \(d\) below a flat surface through which no heat escapes. An equal image source at height \(d\) above the surface cancels the normal temperature gradient there. If \(r\) and \(r_i\) are the distances from the source and its image,

\[
u_{\rm surface}=u(r,t)+u(r_i,t),\qquad r_i\ge r
\]

inside the solid. Both terms depend on time through \(Dt\), so the peak remains independent of \(D\). The image term is positive and no larger than the first, so the peak lies between one and two times the infinite-solid value. It is doubled on the surface itself, where \(r_i=r\).

For \(d=1\) nm and a point 2 nm directly below the source, \(r_i=2+2d=4\) nm. The peak is 72.0 K, an increase of 1.2%. Because the enhancement depends on position relative to the surface, the peak does not in general follow a pure \(r^{-3}\) law at fixed depth.

The values used in parts (e) and (f) are listed in the numerical output.

## Computed values

```
Deposited energy: 100 eV
Atomic density: 50 atoms/nm^3
Ambient temperature: 300 K
Volumetric heat capacity: 0.012926 eV/(K nm^3)
Energy / heat capacity A: 7736.3 K nm^3
Peak coefficient: 0.073616
Peak rise times r^3: 569.52 K nm^3
Peak / uniform-sphere rise: 0.30836
Energy fraction inside r at peak: 0.60837
Amorphous diffusivity: 0.01 cm^2/s
Crystal diffusivity: 0.8 cm^2/s
Amorphous diffusivity: 1 nm^2/ps
Crystal diffusivity: 80 nm^2/ps
r=1 nm: peak=569.5 K; time amorphous=0.1667 ps, crystal=0.002083 ps
r=2 nm: peak=71.19 K; time amorphous=0.6667 ps, crystal=0.008333 ps
r=4 nm: peak=8.899 K; time amorphous=2.667 ps, crystal=0.03333 ps
r=8 nm: peak=1.112 K; time amorphous=10.67 ps, crystal=0.1333 ps
Fitted exponent, amorphous: -3
Fitted exponent, crystal: -3
Gaussian source width s: 0.8 nm
Radius sqrt(3)*s: 1.3856 nm
Gaussian source: central initial rise: 959.39 K
Gaussian source: peak at 2 nm: 71.19 K
Gaussian source: peak time at 2 nm: 0.34667 ps
Gaussian source: peak at 1 nm: 439.24 K
Rough melting temperature: 1700 K
Nominal point-source melting radius: 0.74096 nm
Heating pulse duration: 0.2 ps
Pulse: peak at 2 nm, amorphous: 70.795 K
Pulse: peak at 2 nm, crystal: 13.942 K
Source depth below insulating surface: 1 nm
With surface: peak 2 nm below source: 72.048 K
Rough sound speed: 6 nm/ps
Required speed at 2 nm, amorphous: 3 nm/ps
Required speed at 2 nm, crystal: 240 nm/ps
Minimum radius from sound, amorphous: 1 nm
Minimum radius from sound, crystal: 80 nm
Peak at crystal minimum radius: 0.0011123 K
Rough Debye temperature: 640 K
Debye / classical heat capacity at ambient: 0.80484
Atoms inside 2 nm: 1675.5
Thermal fluctuation inside 2 nm: 4.2314 K
Finite volumes, constant D: peak at 2 nm: 71.194 K
Finite volumes, constant D: peak at 4 nm: 8.8985 K
D proportional to 1/T: peak at 2 nm: 62.472 K
D proportional to 1/T: peak at 4 nm: 8.5759 K
Same, D0 tripled: peak at 2 nm: 62.471 K
Two-point exponent, constant D: -3.0001
Two-point exponent, D proportional to 1/T: -2.8649
```
